# MP2 correlation energy per cell of a crystal from Bloch orbitals, part 2

**Problem: the MP2 correlation energy per cell of a crystal.** The crystal has cell volume $\Omega$ and reciprocal lattice vectors $\mathbf G$. The periodic supercell has $N_k=N_1N_2N_3$ cells, giving an $N_1\times N_2\times N_3$ mesh of wave vectors $\mathbf k$, distinct modulo $\mathbf G$. The closed-shell Hartree–Fock (HF) state has gap $\Delta>0$. Hartree atomic units are used.

Bands $i,j$ are occupied and $a,b$ virtual, with levels $\varepsilon$. Orbitals are $\phi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ cell periodic and orthonormal over the cell; $\psi=N_k^{-1/2}\phi$ is normalised over the supercell. $F_{\mathbf k}$ below is the Fock operator acting on $u_{n\mathbf k}$.

The interaction, with $\mathbf Q=0$ omitted in HF and MP2 alike and every $\mathbf Q$ a mesh vector plus a $\mathbf G$, is

$$v(\mathbf r_1-\mathbf r_2)=\frac1{N_k\Omega}\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}\,e^{-i\mathbf Q\cdot(\mathbf r_1-\mathbf r_2)}.\tag{4}$$

The integral $\langle ij|ab\rangle$ over $\psi$ vanishes unless

$$\mathbf k_i+\mathbf k_j-\mathbf k_a-\mathbf k_b=\mathbf G_0.\tag{5}$$

Then

$$\langle ij|ab\rangle=N_k^{-2}\cdot N_k\cdot V_{ij,ab}=\frac{V_{ij,ab}}{N_k},\qquad V_{ij,ab}=\int_{\rm cell}d^3r_1\int_{\rm super}d^3r_2\;\phi_i^*\phi_a(\mathbf r_1)\,v\,\phi_j^*\phi_b(\mathbf r_2).\tag{6}$$

With $\mathbf q=\mathbf k_a-\mathbf k_i$, not folded back, and $\rho_{ia}(\mathbf G)=\int_{\rm cell}u^*_{i\mathbf k_i}u_{a\mathbf k_a}\,e^{-i\mathbf G\cdot\mathbf r}d^3r$,

$$V_{ij,ab}=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\;\frac{\rho_{ia}(\mathbf G)\,\rho_{jb}(\mathbf G_0-\mathbf G)}{|\mathbf k_a-\mathbf k_i+\mathbf G|^2},\tag{7}$$

where the prime omits $\mathbf q+\mathbf G=0$. $V_{ij,ba}$ interchanges $(a,\mathbf k_a)$ and $(b,\mathbf k_b)$. The energy per cell is

$$E_{\rm MP2}/{\rm cell}=\frac1{N_k^3}\sum_{\mathbf k_i\mathbf k_j\mathbf k_a}\sum_{ijab}\frac{V_{ij,ab}^*\,(2V_{ij,ab}-V_{ij,ba})}{\varepsilon_{i\mathbf k_i}+\varepsilon_{j\mathbf k_j}-\varepsilon_{a\mathbf k_a}-\varepsilon_{b\mathbf k_b}},\tag{8}$$

with denominator $D$, $|D|\ge2\Delta$. The part with the factor 2 is the direct energy, the other the exchange energy. Orbital phases and the choice of mesh representatives leave (8) unchanged, though $\mathbf G_0$ depends on the latter. Other normalisations change the prefactor:

| integral used | value | prefactor per cell |
|---|---|---|
| $\psi$, supercell and supercell | $V/N_k$ | $N_k^{-1}$ |
| $\phi$, cell and supercell | $V$ | $N_k^{-3}$ |
| $\phi$, supercell and supercell | $N_kV$ | $N_k^{-5}$ |

**(g) What is lost with the $\mathbf Q=0$ term, and what happens without a gap?**

*Solution.* On the mesh, $\mathbf q+\mathbf G=0$ requires $\mathbf k_a=\mathbf k_i$ and $\mathbf G=0$, where $\rho_{ia}(0)=\int_{\rm cell}u^*_{i\mathbf k}u_{a\mathbf k}=0$ by orthogonality. Adding a constant $c$ to $v$ therefore leaves $V$ unchanged. It does alter the Fock operator. The Hartree part gains $c$ times the electron number $N_e$ of the supercell. The exchange kernel $\sum_j\psi_j(\mathbf r)\psi_j^*(\mathbf r')\,v$ gains $c\hat P$, with $\hat P$ the projector on the occupied orbitals of one spin, and exchange enters with a minus sign. The addition $cN_e-c\hat P$ is diagonal in the existing orbitals, so these remain solutions; occupied levels move by $cN_e-c$ and virtual ones by $cN_e$. The gap grows by $c$ and $D\to D-2c$. A finite-size correction of constant form thus enters MP2 through the denominators alone.

Its scale follows from the zone integral. The exchange energy of an occupied orbital contains $\rho_{ii'}$ with both orbitals in the same band, which tends to 1 in modulus as $\mathbf q\to0$. The omitted mesh point stands for a region of radius $q_0\propto N_k^{-1/3}$ on a uniformly refined three-dimensional mesh, and $\int_{Q<q_0}d^3Q\,(2\pi)^{-3}4\pi/Q^2=2q_0/\pi$. This order-of-magnitude estimate says that the occupied levels, and with them (8), carry an error that falls only as $N_k^{-1/3}$ when no correction is made.

The omitted term of $V$ itself is $0/0$ at $\mathbf q=0$, and its limit along a given direction of $\mathbf q$ is in general not zero. For a local one-electron Hamiltonian, $u_{n\mathbf k}$ is an eigenfunction of $h_{\mathbf k}=\tfrac12(\hat{\mathbf p}+\mathbf k)^2+v_{\rm loc}$, and $h_{\mathbf k+\mathbf q}=h_{\mathbf k}+\mathbf q\cdot(\hat{\mathbf p}+\mathbf k)+\tfrac12q^2$. For a nondegenerate band $a$, first-order perturbation theory gives $u_{a,\mathbf k+\mathbf q}=u_a+\sum_{n\ne a}u_n\,\mathbf q\cdot\mathbf p_{na}/(\varepsilon_a-\varepsilon_n)$ with $\mathbf p_{na}=\langle u_n|\hat{\mathbf p}+\mathbf k|u_a\rangle$. Projecting on $u_i$,

$$\rho_{ia}(0)=\frac{\mathbf q\cdot\mathbf p_{ia}}{\varepsilon_a-\varepsilon_i}+O(q^2).\tag{9}$$

The partner has $\mathbf k_b=\mathbf k_j-\mathbf q$ and $\mathbf G_0=0$, so it obeys (9) with $-\mathbf q$. The $\mathbf G=0$ term of (7) tends to $-(4\pi/\Omega)(\hat{\mathbf q}\cdot\mathbf p_{ia})(\hat{\mathbf q}\cdot\mathbf p_{jb})/[(\varepsilon_a-\varepsilon_i)(\varepsilon_b-\varepsilon_j)]$, which is bounded because of the gap and depends on the direction $\hat{\mathbf q}$. For the nonlocal Fock operator, $\hat{\mathbf p}+\mathbf k$ is replaced by $\nabla_{\mathbf k}F_{\mathbf k}$, and the same form holds if that derivative exists. A bounded term is missing at $\mathbf k_a=\mathbf k_i$ in $V_{ij,ab}$ and at $\mathbf k_b=\mathbf k_i$ in $V_{ij,ba}$, each one point in $N_k$, so by counting this error is of order $1/N_k$ relative to the energy per cell.

In a metal $i$ and $a$ can lie in one band. The uniform electron gas shows the consequence. The orbitals are plane waves; labelled by their full momentum, they have $u=\Omega^{-1/2}$, so $\rho(\mathbf G)=\delta_{\mathbf G0}$, $\mathbf G_0=0$, and $V=4\pi/(\Omega q^2)$ is unbounded. With free-electron energies, $D=\tfrac12[k_i^2+k_j^2-|\mathbf k_i+\mathbf q|^2-|\mathbf k_j-\mathbf q|^2]=-\mathbf q\cdot(\mathbf q+\mathbf k_i-\mathbf k_j)$. For $q$ much smaller than the Fermi wave number $k_F$, let $x=\hat{\mathbf q}\cdot\hat{\mathbf k}_i$ and $y=-\hat{\mathbf q}\cdot\hat{\mathbf k}_j$. The state $\mathbf k_i$ must be inside the Fermi sphere and $\mathbf k_i+\mathbf q$ outside, which confines $\mathbf k_i$ to a shell of thickness $qx$ with $x>0$; likewise $\mathbf k_j$ to thickness $qy$ with $y>0$; and $D\approx-qk_F(x+y)$. The angular integral of $xy/(x+y)$ is finite, so the direct energy scales as $\int q^2dq\;q^{-4}\cdot q^2/q=\int dq/q$, which diverges logarithmically at small $q$. On a finite mesh the direct sum is still a number if the occupied states fill complete energy shells, since then every $D<0$; a partly filled shell can give $D=0$. Even with complete shells, the direct sum with these denominators has no limit as the mesh is refined. The HF energies that MP2 proper uses have a slope at $k_F$ that itself diverges logarithmically, so $|D|$ gains a factor $A+B\ln(k_F/q)$. The integral becomes $\int dq/[q(A+B\ln(k_F/q))]$, which still diverges, but only as $\ln\ln(k_F/q)$. This power count and the two error estimates above are analytic and are not among the numerical tests.

**(h) Apply the results to the model below, on a $3\times2\times1$ mesh, and compare with MP2 for the supercell treated as a molecule.**

The model is a simple cubic lattice with $a=6$ bohr, so $\Omega=216$ bohr³ and $b=2\pi/a=1.047198$ bohr⁻¹, and two electrons per cell. Each cell holds two attractive wells $-A\,e^{-|\mathbf r-\boldsymbol\tau|^2/2s^2}$: $A=4$ Ha, $s=1.5$ bohr at the origin, and $A=1$ Ha, $s=1.2$ bohr at $(2,1,0.5)$ bohr, which removes inversion symmetry. The basis is all plane waves with $\tfrac12|\mathbf k+\mathbf g|^2\le0.92665$ Ha. The parameters are round choices and describe no material; many digits are kept only to compare two calculations of the same model. The cutoff is part of the model and is far from the basis-set limit: at $N_k=1$ the MP2 energy per cell moves from $-0.0031$ Ha with 7 plane waves to $-0.0079$, $-0.0116$ and $-0.0202$ Ha with 19, 27 and 57.

*Solution.* The numerical check performs both calculations. One solves HF at each $\mathbf k$ and evaluates (7) and (8). The other uses real cosine and sine functions on the supercell, obtains integrals by grid quadrature, and runs molecular RHF and MP2 with no wave-vector labels. Both use (4), so its prefactor $1/(N_k\Omega)$ is tested separately on a short-ranged difference of two smoothed Coulomb functions: the image sum and the Fourier sum both give 0.0787802349 Ha.

*Levels and selection rule.* With $N_k=6$ there is one occupied band, with top at $-1.927141$ Ha; the lowest virtual level is $-1.084512$ Ha and the gap is $0.8426$ Ha. Quadrature of all $6^4=1296$ blocks finds $6^3=216$ nonzero, exactly those obeying (5); the largest forbidden element is $2.1\times10^{-17}$ Ha, which is rounding noise. That $N_k^3$ equals the numerical value of $\Omega$ here is a coincidence of the chosen sizes. With representatives centred on $\mathbf k=0$, 102 of the 216 triples have $\mathbf G_0\ne0$.

*One umklapp term.* In units of $b$, take $\mathbf k_i=(0,0,0)$, $\mathbf k_j=(-\tfrac13,\tfrac12,0)$, $\mathbf k_a=(\tfrac13,0,0)$, with $a$ and $b$ both the lowest virtual band. Then $\mathbf k_i+\mathbf k_j-\mathbf k_a=(-\tfrac23,\tfrac12,0)$, which is off the mesh; its representative is $\mathbf k_b=(\tfrac13,\tfrac12,0)$ and $\mathbf G_0=(-1,0,0)$. Equation (7) gives $|V|=0.1431522$ Ha, and the cell-and-supercell quadrature of (6) gives the same. The integral over normalised orbitals is $0.0238587$ Ha $=0.1431522/6$, and the third convention of the table would give $6\times0.1431522$, or $0.858913$ Ha. The real part of the numerator is $3.09521\times10^{-2}$ Ha² and $D=-1.824613$ Ha, consistent with the bound $|D|\ge2\Delta=1.685$ Ha. The contribution per cell is

$$\frac{3.09521\times10^{-2}}{-1.824613\times216}\ \text{Ha}=-7.8535\times10^{-5}\ \text{Ha}.$$

*The total.* The bare triple sum is $S=-1.480492$ Ha. Then $S/6^2=-0.04112477$ Ha is the molecular MP2 energy of the six-cell supercell, and $S/6^3=-0.00685413$ Ha $=-0.1865$ eV is the energy per cell. It consists of $-0.01204221$ Ha direct and $+0.00518808$ Ha exchange. The ratio $0.00518808/0.01204221=0.43$ is below $\tfrac12$. Interchanging the electron labels gives $\langle ij|ab\rangle=\langle ji|ba\rangle$, so $V_{ij,ba}=V_{ij,ab}$ when $i$ and $j$ are the same orbital, and such terms have a ratio of exactly $\tfrac12$; the departure comes wholly from $\mathbf k_i\neq\mathbf k_j$.

| mesh | supercell MP2 (Ha) | divided by $N_k$ (Ha) | equation (8) (Ha) |
|---|---|---|---|
| $1\times1\times1$ | −0.00312030 | −0.00312030 | −0.00312030 |
| $3\times1\times1$ | −0.01977500 | −0.00659167 | −0.00659167 |
| $2\times2\times1$ | −0.02872380 | −0.00718095 | −0.00718095 |
| $3\times2\times1$ | −0.04112477 | −0.00685413 | −0.00685413 |

Agreement of the last two columns is asserted to $10^{-8}$ Ha, for the total and for the direct part. With $N_k=1,3,4,6$ this fixes the power of $N_k$ in (8). The model has one occupied band, so the sums over occupied band labels are not exercised.

*Invariances.* Random orbital phases, and representatives taken in $[0,b)$ along each axis, both return $-0.00685413$ Ha. With the representatives centred on $\mathbf k=0$, setting $\mathbf G_0=0$ in $\rho_{jb}$ gives $-0.00536382$ Ha; the ratio $0.00536382/0.00685413=0.78$ means an error of 22% of the correct value. The size of this error depends on the choice of representatives, because $\mathbf G_0$ does.

*The $\mathbf Q=0$ term.* The largest $|\rho_{ia}(0)|$ at $\mathbf q=0$ is $5.7\times10^{-16}$, again rounding noise. On the $3\times1\times1$ mesh a constant $c=0.1$ Ha in the supercell kernel moves the gap from $0.860543$ to $0.960543$ Ha and the energy per cell from $-0.00659167$ to $-0.00606107$ Ha, and (8) with unchanged $V$ and occupied levels lowered by $c$ gives the same $-0.00606107$ Ha. Equation (9) is tested on the kinetic energy plus wells, without electron repulsion and, instead of the cutoff basis, in a fixed set of 125 plane waves with each component of $\mathbf g$ between $-2b$ and $2b$, for the two lowest bands at $\mathbf k=(0.1,0.2,0.15)\,b$. The finite-difference $|\rho|/q$ is $0.624943$ bohr along $x$ and $0.299496$ bohr along $y$, against $0.624941$ and $0.299494$ bohr from (9), so the limit is finite and depends on direction.

*Cubic meshes.* For $N_k=1,8,27$ the bare sum is $-0.003120$, $-3.579949$ and $-118.956899$ Ha, while $S/N_k^3$ is $-0.00312$, $-0.00699$ and $-0.00604$ Ha, or $-0.085$, $-0.190$ and $-0.164$ eV. The ratio of the last two is $0.8644$. One power of $N_k$ too few would give $0.8644\times3.375=2.9$ and one too many $0.8644/3.375=0.26$, both outside the asserted window from 0.5 to 2. The sequence is not monotonic and not converged: the $3^3$ value is 14% smaller in size than the $2^3$ value. The sharp cutoff changes the basis per mesh point, for instance from 7 functions at $N_k=1$ to 39 shared among 4 points on the $2\times2\times1$ mesh, and the finite-size errors of (g) are uncorrected. The calculation does not separate these effects from each other or from the ordinary error of sampling the zone on a coarse mesh, so the drift is not assigned to a cause, and no infinite-crystal value is inferred from these meshes.

## Values computed for the example and the checks

```
a = 6.0 bohr, omega = 216.0 bohr^3, b = 1.047198 1/bohr, cutoff = 0.92665 Ha
well: depth 4.0 Ha, width 1.5 bohr, centre [0. 0. 0.] bohr
well: depth 1.0 Ha, width 1.2 bohr, centre [2.  1.  0.5] bohr
Poisson test: image sum 0.0787802349 Ha, Fourier sum 0.0787802349 Ha
mesh (1, 1, 1): basis 7, E_HF/cell -3.47335282 Ha, MP2 supercell -0.00312030 Ha,
   supercell/N_k -0.00312030 Ha, k-formula -0.00312030 Ha
mesh (3, 1, 1): basis 27, E_HF/cell -3.91018695 Ha, MP2 supercell -0.01977500 Ha,
   supercell/N_k -0.00659167 Ha, k-formula -0.00659167 Ha
mesh (2, 2, 1): basis 39, E_HF/cell -3.87365780 Ha, MP2 supercell -0.02872380 Ha,
   supercell/N_k -0.00718095 Ha, k-formula -0.00718095 Ha
mesh (3, 2, 1): basis 53, E_HF/cell -3.84631948 Ha, MP2 supercell -0.04112477 Ha,
   supercell/N_k -0.00685413 Ha, k-formula -0.00685413 Ha
--- mesh 3x2x1 in detail, N_k = 6
top occupied -1.927141 Ha, bottom virtual -1.084512 Ha, gap 0.842628 Ha
direct -0.01204221 Ha, exchange 0.00518808 Ha, total -0.00685413 Ha = -0.18651 eV per cell
raw sum S -1.480492 Ha, S/N_k^2 -0.04112477 Ha, S/N_k^3 -0.00685413 Ha
k blocks: total 1296, nonzero 216, largest forbidden 2.1e-17 Ha
triples with G0 != 0: 102 of 216
term: ki [0. 0. 0.] kj [-0.3333  0.5     0.    ] ka [0.3333 0.     0.    ] (units b)
   kb [0.3333 0.5    0.    ] G0 [-1  0  0] (units b), virtual bands a, b = 1 1
   |V| 0.1431522 Ha, one-cell quadrature 0.1431522 Ha, |<ij|ab>| 0.0238587 Ha
   N_k|V| 0.8589131 Ha, Re V*(2V-Vx) 3.09521e-02 Ha^2, D -1.824613 Ha
   contribution per cell -7.85354e-05 Ha
random phases -0.00685413 Ha, k in [0,b) -0.00685413 Ha, G0 wrongly dropped -0.00536382 Ha
max |rho_ia(0)| at q=0: 5.7e-16
3x1x1, kernel constant 0.1 Ha: gap 0.860543 -> 0.960543 Ha
   supercell/N_k -0.00606107 Ha, k-formula with shifted occupied -0.00606107 Ha
k = [0.1  0.2  0.15] b, q along [1. 0. 0.]: |rho|/q 0.624943 bohr, k.p 0.624941 bohr
k = [0.1  0.2  0.15] b, q along [0. 1. 0.]: |rho|/q 0.299496 bohr, k.p 0.299494 bohr
mesh 1^3: N_k 1, S -0.003120 Ha, S/N_k^3 -0.00312030 Ha = -0.08491 eV
mesh 2^3: N_k 8, S -3.579949 Ha, S/N_k^3 -0.00699209 Ha = -0.19026 eV
mesh 3^3: N_k 27, S -118.956899 Ha, S/N_k^3 -0.00604364 Ha = -0.16446 eV
ratio E(3^3)/E(2^3) 0.8644, ratio of N_k 3.3750
```
